# Finite-size settings for Monte Carlo energies of the Laughlin state

## Two electrons show what the setting does

Put two spin-polarized electrons on a sphere of radius $R$ threaded by one flux quantum. The lowest Landau level then has two orbitals, shown below to be

$$u=\cos(\theta/2)e^{i\phi/2},\qquad v=\sin(\theta/2)e^{-i\phi/2}.$$

Filling both gives $\Psi=u_1v_2-u_2v_1$. For unit spinors,

$$|u_1v_2-u_2v_1|^2=1-|u_1^*u_2+v_1^*v_2|^2 .$$

The squared overlap on the right is

$$\tfrac12(1+\cos\theta_1\cos\theta_2)+\tfrac12\sin\theta_1\sin\theta_2\cos(\phi_1-\phi_2)=\tfrac12(1+x),$$

where $x=\mathbf n_1\cdot\mathbf n_2$ and $\mathbf n_i$ are unit position vectors. The chord between the electrons obeys $r^2=2R^2(1-x)$, so

$$|u_1v_2-u_2v_1|=\frac{r}{2R}. \tag{1}$$

The probability is thus proportional to $1-x$. With $y=1-x$,

$$\left\langle\frac1r\right\rangle=\frac{1}{\sqrt2R}\,\frac{\int_0^2y^{1/2}dy}{\int_0^2y\,dy}=\frac{2}{3R}.$$

A uniform background of charge $+Ne$ makes the system neutral. Its potential on the sphere is $Ne/R$, so its attraction to the electrons is $-N^2e^2/R$ and its self-energy is $+N^2e^2/2R$. The sum per electron is $-Ne^2/2R$. For $N=2$,

$$\frac EN=\frac12\,\frac{2e^2}{3R}-\frac{e^2}{R}=-\frac{2e^2}{3R}.$$

To compare this with a plane, a program must express $R$ in magnetic lengths, and there are two candidates. Matching the electron density of the filled planar level gives $R=l$ and an energy $-0.667\,e^2/l$. Using the magnetic length $l_s$ of the field on the sphere gives $R=l_s/\sqrt2$ and $-0.943\,e^2/l_s$. The infinite plane has $-\sqrt{\pi/8}\,e^2/l\approx-0.627\,e^2/l$. The first choice errs by 6% of this value, the second by 50%.

This choice of length, together with the geometry and the extrapolation, is the finite-size setting of a variational Monte Carlo run.

## Orbitals and the Laughlin state

Gaussian units are used. The planar magnetic length is $l=\sqrt{\hbar c/eB}$, the electron mass is $m_e$, and $m$ is an odd integer giving the filling $\nu=1/m$.

Plane and sphere can be treated together. Use a complex coordinate $z$ with area element $\lambda\,d^2z$, and orient the field so that the kinetic momenta satisfy $[\pi_x,\pi_y]=i\hbar^2\lambda/l^2$. Define $D=\pi_x+i\pi_y$. Then

$$D^\dagger D=\pi_x^2+\pi_y^2+i[\pi_x,\pi_y]=\pi^2-\hbar^2\lambda/l^2 .$$

The metric factors cancel in the kinetic energy, which is $\int|\pi\psi|^2d^2z/2m_e$. It therefore equals $\int|D\psi|^2d^2z/2m_e$ plus the constant $\hbar^2/2m_el^2$ for a normalized state. The lowest level obeys $D\psi=0$.

Choose the gauge in which $D=-2i\hbar(\partial_{\bar z}+\partial_{\bar z}W)$, with $\nabla^2W=\lambda/l^2$. The solutions are $\psi=f(z)e^{-W}$ with $f$ analytic.

* Plane: $\lambda=1$ and $W=|z|^2/4l^2$.
* Sphere: with $z=v/u$, $\lambda=4R^2/(1+|z|^2)^2$. Replacing $l$ by $l_s$ gives $W=Q\ln(1+|z|^2)$ with $R^2=Ql_s^2$. Normalizability limits $f$ to degree $2Q$. Since $|u|^2=1/(1+|z|^2)$, the orbitals are, up to a gauge phase, $u^{2Q-k}v^k$ for $k=0,\dots,2Q$.

Here $2Q$ is the number of flux quanta, because $4\pi R^2=2Q\,(2\pi l_s^2)$.

The Laughlin states are

$$\Psi_{\rm plane}=\prod_{i<j}(z_i-z_j)^m e^{-\sum_i|z_i|^2/4l^2},\qquad
\Psi_{\rm sphere}=\prod_{i<j}(u_iv_j-u_jv_i)^m .$$

Odd $m$ makes them antisymmetric. On the sphere each electron occurs in $N-1$ factors, so $2Q=m(N-1)$.

Every configuration has the same lowest-level kinetic energy, which is dropped. What remains is the Coulomb energy of a trial state. At $m=3$ this is in general a variational energy, not the ground-state energy of the Coulomb problem. On the sphere it coincides with the lowest-level ground-state energy for three electrons and lies 0.0001 to 0.0002 $e^2/l$ per electron above it for four to seven. Landau-level mixing, layer thickness and disorder are absent from the model.

## Why a classical plasma is being sampled

In the plane,

$$|\Psi|^2=\exp\Big[2m\sum_{i<j}\ln r_{ij}-\sum_i\frac{r_i^2}{2l^2}\Big]. \tag{2}$$

Compare this with $e^{-\beta U}$ for charges $q$ repelling through the two-dimensional potential energy $-q^2\ln r$. The first term requires the coupling $\beta q^2=2m$. A uniform opposite background of number density $\rho$ gives each charge the energy $\pi\rho q^2r^2/2$, since $\nabla^2\ln r=2\pi\delta(\mathbf r)$. Matching the second term gives

$$2m\,\frac{\pi\rho r^2}{2}=\frac{r^2}{2l^2}
\quad\Longrightarrow\quad \rho=\frac1{2\pi ml^2}.$$

A screening plasma is neutral in its interior, so this is also the electron density there, and $2\pi l^2\rho=1/m$ is the filling.

The logarithm belongs to the sampling weight. The measured energy uses the physical repulsion $e^2/r$. Exchanging the two would answer a different question.

On the sphere, equation (1) gives $|\Psi|^2\propto\prod_{i<j}r_{ij}^{2m}$. The uniform background contributes a constant. The weight is unchanged by rotations, so the density is uniform and there is no edge.

## The length setting on the sphere

Equate the density on the sphere to its planar value:

$$\frac{N}{4\pi R^2}=\frac1{2\pi ml^2}
\quad\Longrightarrow\quad R=l\sqrt{\frac{mN}{2}} .$$

The energy to average is then

$$\frac EN=\frac1N\Big\langle\sum_{i<j}\frac{e^2}{r_{ij}}\Big\rangle-\frac{Ne^2}{2R}. \tag{3}$$

The alternative length follows from $R^2=Ql_s^2$:

$$l_s^2=\frac{mNl^2/2}{m(N-1)/2}=\frac{N}{N-1}\,l^2 .$$

The same energy is a number $\epsilon$ in units of $e^2/l$ and a number $\epsilon_s$ in units of $e^2/l_s$. Since $\epsilon/l=\epsilon_s/l_s$,

$$\epsilon_s=\epsilon\sqrt{\frac{N}{N-1}}
=\epsilon\left(1+\frac1{2N}+\frac3{8N^2}+\dots\right). \tag{4}$$

Both numbers have the same limit. The second carries an additional relative error $1/2N$ because $N$ electrons occupy a sphere whose flux is proportional to $N-1$. Expressing energies in $e^2/l$ at fixed density removes this term. It does not remove every effect of curvature, and the filled level shows what is left.

## The filled level calibrates the correction

For $m=1$ there are $2Q+1=N$ orbitals and $N$ electrons. The product in $\Psi$ is a Vandermonde determinant, so it is the Slater determinant of all orbitals. With $t=\cos^2(\theta/2)$ and $dA=4\pi R^2dt$ after integration over $\phi$, their norms are

$$\int|u|^{2(N-1-k)}|v|^{2k}dA
=4\pi R^2\frac{(N-1-k)!\,k!}{N!}
=\frac{4\pi R^2}{N\binom{N-1}{k}} .$$

The binomial theorem sums the normalized orbitals:

$$K(1,2)=\sum_k\psi_k(1)\psi_k^*(2)=\rho\,(u_1u_2^*+v_1v_2^*)^{N-1},\qquad \rho=\frac N{4\pi R^2}.$$

A determinant has pair density $\rho^2-|K|^2$. Let $\theta$ now be the angle between two electrons. The overlap found in the first section gives the pair correlation function

$$g=1-\cos^{2N-2}(\theta/2).$$

The part $g=1$ contributes $Ne^2/2R$ per electron and cancels the background. With $r=2R\sin(\theta/2)$,

$$\begin{aligned}
\frac EN&=-\frac{\rho e^2}{2}\int_0^\pi\frac{\cos^{2N-2}(\theta/2)}{2R\sin(\theta/2)}\,2\pi R^2\sin\theta\,d\theta\\
&=-\frac{Ne^2}{4R}\int_0^\pi\cos^{2N-1}(\theta/2)\,d\theta .
\end{aligned}$$

The substitution $s=\cos^2(\theta/2)$ turns the last integral into the beta function $B(N,\tfrac12)=\sqrt\pi\,\Gamma(N)/\Gamma(N+\tfrac12)$. Inserting $R=l\sqrt{N/2}$,

$$\frac EN=-\frac{e^2}{l}\,\frac{\sqrt{2\pi N}}4\,\frac{\Gamma(N)}{\Gamma(N+\frac12)} . \tag{5}$$

At $N=2$ this returns $-2/3$.

For large $N$ the integral is dominated by small angles, where $\cos^{2N-1}(\theta/2)\approx e^{-N\theta^2/4}$, and it tends to $\sqrt{\pi/N}$. Hence $F(N)=\sqrt N\,\Gamma(N)/\Gamma(N+\frac12)$ tends to 1. The approach follows from

$$\frac{F(N+1)}{F(N)}=\frac{\sqrt{N(N+1)}}{N+\frac12}
=\sqrt{1-\frac1{4(N+\frac12)^2}}\approx1-\frac1{8N^2}.$$

Summing logarithms from $N$ to infinity gives $\ln F\approx1/8N$, so

$$\frac EN=-\sqrt{\frac\pi8}\,\frac{e^2}{l}\left(1+\frac1{8N}+\dots\right).$$

With the length $l_s$ the coefficient $1/8$ would become $1/8+1/2=5/8$. For the filled level this justifies both the density-matched length and a fit linear in $1/N$. For $m=3$ the linear form is an assumption, to be checked on the data.

## Sampling and a check on equilibration

Move one electron $k$ at a time. Add an isotropic Gaussian displacement to its position and, on the sphere, project the result back to radius $R$. The proposal density depends only on the separation of the old and new points, so forward and reverse proposals are equally likely. Detailed balance then holds with acceptance probability $\min(1,p)$, where on the sphere

$$p=\prod_{j\ne k}\left(\frac{r'_{kj}}{r_{kj}}\right)^{2m}.$$

In the plane $p$ has the extra factor $e^{(r_k^2-r_k'^2)/2l^2}$. The step length affects efficiency, not the limiting distribution. A step of $1.2\,l$ per Cartesian component gave acceptances between 0.52 and 0.61 in the larger sphere runs.

Successive configurations are correlated, so their number must not be used as the number of independent samples. Running independent chains avoids this: the scatter of the chain means gives the standard error.

The plasma also supplies a known average at each $N$. Let $P=|\Psi|^2$, $\mathbf M=\sum_i\mathbf n_i$, and let $\mathbf a$ be a fixed unit vector. Define $A=\mathbf a\cdot\mathbf M$ and the tangent vectors $\mathbf e_i=\mathbf a-(\mathbf a\cdot\mathbf n_i)\mathbf n_i=\nabla_i(\mathbf a\cdot\mathbf n_i)$ on the unit sphere. A closed surface has no boundary, so the integral of $\nabla_i\cdot(PA\mathbf e_i)$ vanishes. Summed over $i$,

$$\Big\langle\sum_i\big[A\nabla_i\cdot\mathbf e_i+\mathbf e_i\cdot\nabla_iA+A\,\mathbf e_i\cdot\nabla_i\ln P\big]\Big\rangle=0 .$$

The three terms are evaluated as follows.

* A linear function on the unit sphere obeys $\nabla_i^2(\mathbf a\cdot\mathbf n_i)=-2\,\mathbf a\cdot\mathbf n_i$, so the first sum is $-2A^2$.
* The second is $\sum_i|\mathbf e_i|^2=N-\sum_i(\mathbf a\cdot\mathbf n_i)^2$.
* For the third, $\ln P=m\sum_{i<j}\ln(1-\mathbf n_i\cdot\mathbf n_j)$ plus a constant. A pair contributes
$$-m\,\frac{\mathbf e_i\cdot\mathbf n_j+\mathbf e_j\cdot\mathbf n_i}{1-\mathbf n_i\cdot\mathbf n_j}=-m\,\mathbf a\cdot(\mathbf n_i+\mathbf n_j).$$
 The sum over pairs is $-m(N-1)A=-2QA$, to be multiplied by $A$.

By rotational symmetry $\langle A^2\rangle=\langle M^2\rangle/3$ and $\langle(\mathbf a\cdot\mathbf n_i)^2\rangle=1/3$. Therefore

$$(2+2Q)\frac{\langle M^2\rangle}3=\frac{2N}3
\quad\Longrightarrow\quad \langle M^2\rangle=\frac N{1+Q}. \tag{6}$$

Independent random points would give $N$. The plasma suppresses this long-wavelength fluctuation to about $2/m$ at large $N$. For $N=24$, $m=3$ the rule gives 0.676, and the run gave $0.672\pm0.004$. A significant deviation would reveal faulty sampling or poor equilibration. Agreement is necessary but does not certify every short-distance correlation.

## If the setting is a planar disk

A disk has no curvature but has an edge. Its background is a uniform disk of charge $Ne$ and radius $R_d=l\sqrt{2mN}$, from $N/\pi R_d^2=1/2\pi ml^2$. Its potential is needed both inside and outside, because electrons can cross the rim.

Write $\sigma=Ne/\pi R_d^2$ and use polar coordinates centred on the observation point. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of the potential, leaving $\sigma$ times the integral over directions of the path length inside the disk. For $r<R_d$ that length is $-r\cos\varphi+\sqrt{R_d^2-r^2\sin^2\varphi}$. The cosine integrates to zero, so

$$V(r)=4\sigma R_d\,\mathcal E(r^2/R_d^2),\qquad
\mathcal E(q)=\int_0^{\pi/2}\!\sqrt{1-q\sin^2t}\,dt .$$

For $r>R_d$ the chord length is $2\sqrt{R_d^2-r^2\sin^2\varphi}$. Put $r\sin\varphi=R_d\sin t$ and $q=R_d^2/r^2$:

$$V(r)=\frac{4\sigma R_d^2}{r}\int_0^{\pi/2}\frac{\cos^2t\,dt}{\sqrt{1-q\sin^2t}}
=4\sigma r\,[\mathcal E(q)-(1-q)\mathcal K(q)],$$

where $\mathcal K(q)=\int_0^{\pi/2}dt/\sqrt{1-q\sin^2t}$ and $q\cos^2t=(1-q\sin^2t)-(1-q)$ was used.

The background self-energy is $\frac12\sigma\int_0^{R_d}V\,2\pi r\,dr$. With $r=kR_d$, doing the $k$ integral first,

$$\int_0^1k\,\mathcal E(k^2)\,dk=\int_0^{\pi/2}\frac{1-\cos^3t}{3\sin^2t}dt
=\frac13\int_0^{\pi/2}\Big(\cos t+\frac1{1+\cos t}\Big)dt=\frac23 .$$

The self-energy is thus $\frac{8\pi}3\sigma^2R_d^3=8N^2e^2/3\pi R_d$, and

$$\frac EN=\frac1N\Big\langle\sum_{i<j}\frac{e^2}{r_{ij}}-e\sum_iV(r_i)\Big\rangle+\frac{8Ne^2}{3\pi R_d}.$$

If the edge has a finite energy per unit length, its total energy grows as $R_d\propto\sqrt N$ and its share per electron falls as $N^{-1/2}$. A disk therefore calls for a fit in powers of $N^{-1/2}$, not $1/N$.

Scaling all coordinates in (2) by $\kappa$ gives a check here too. The normalization integral must not depend on $\kappa$; its derivative at $\kappa=1$ gives $\langle\sum_ir_i^2\rangle=l^2[2N+mN(N-1)]$.

## Worked example: one third filling

For the filled level, spheres with 8, 12 and 24 electrons extrapolate to $-0.6265\pm0.0005\,e^2/l$, in agreement with $-\sqrt{\pi/8}=-0.6267$. The same procedure at $m=3$ gives, with standard errors of about 0.0001:

| $N$ | $E/N$ in $e^2/l$ | $E/N$ in $e^2/l_s$ |
|---|---:|---:|
| 8 | −0.4107 | −0.4390 |
| 12 | −0.4103 | −0.4286 |
| 24 | −0.4100 | −0.4188 |

At $N=24$, equation (4) reads $-0.41002\sqrt{24/23}=-0.4188$. The linear fit in $1/N$ gives

$$\frac EN=(-0.4097\pm0.0001)\,\frac{e^2}{l},$$

or $-0.410$ to three figures. The quoted error is statistical. A three-electron quadrature gauges the assumed linearity: it gives $-0.4113$, while the fitted line gives $-0.4097-0.0076/3=-0.4122$. Suppose the discrepancy of 0.0009 comes from a term $c/N^2$. The fit absorbs part of such a term: with $\xi=1/N$, a line through $\xi_1=1/8$ and $\xi_2=1/24$ misses $c\xi^2$ by $c(\xi-\xi_1)(\xi-\xi_2)$. At $\xi=1/3$ this is $0.061c$, so $c\approx0.015$. This is only a rough gauge: the fitted line has its own statistical error of about 0.0004 at $N=3$, which makes $c$ uncertain by about 0.007, and energies at such small $N$ need not follow a smooth series in $1/N$. The term is then about 0.0002 at $N=8$, and at $\xi=0$ it shifts the intercept by $c/192\approx0.0001$, comparable with the statistical error.

The fitted slope is $-0.008$ for the corrected energies and $-0.241$ for the uncorrected ones. The latter extrapolate to $-0.4087$. The $3/8N^2$ term in (4) accounts for most of this shift: a straight line through $N=8$ and $N=24$ misplaces the intercept by about $0.41\times\frac38\times\frac1{8\times24}\approx0.0008$.

Disks with 10, 20 and 40 electrons give $-0.3947$, $-0.3989$ and $-0.4019\,e^2/l$. A quadratic in $N^{-1/2}$ extrapolates to $-0.4097\pm0.0015$, consistent with the sphere. The larger error arises because the intercept combines the three energies with weights of about $2.4$, $-8.2$ and $6.8$, which amplify their noise. This error is statistical only: three energies fix the three coefficients, so the fit cannot reveal an omitted $N^{-3/2}$ term. Applied to exact filled-level disk energies at the same sizes, the quadratic misses $-\sqrt{\pi/8}$ by 0.0005.

For model parameters $B=10$ T ($10^5$ gauss) and dielectric constant 10, $e^2$ is replaced by $e^2/10$. Then $l=8.113$ nm, the Coulomb unit is $17.75$ meV, and

$$E/N=-0.4097\times17.75\ \text{meV}=-7.27\ \text{meV}.$$

This is a conversion of units, not a prediction for a sample. Restriction to the lowest level requires the Coulomb unit to be small against $\hbar\omega_c=\hbar^2/m_el^2$. At 10 T this spacing is 1.16 meV for the free-electron mass and 17.3 meV for an effective mass $0.067\,m_e$, so Landau-level mixing cannot be assumed negligible at these parameters.

## Choosing the settings

* For the bulk energy of a Laughlin liquid at filling $1/m$, choose the sphere, fix the density through $R=l\sqrt{mN/2}$, and fit in $1/N$. In this example the corrected energy at $N=24$ is already within about 0.0003 $e^2/l$ of the fitted limit; the uncorrected one is off by 0.009.
* Choose the disk when the edge itself is of interest, or as an independent check. At $N=40$ its energy is still 0.008 $e^2/l$ above the bulk limit. Include the background self-energy and the potential outside the rim.
* Do not rescale energies already computed with the density-matched radius: multiplying by the factor in (4) restores the $1/2N$ error, and dividing by it corrects twice.
* Add sizes as well as samples. More samples reduce the statistical error but leave the bias of an unsuitable fit.
* Check (6), or its disk counterpart, at every size before fitting.
* Reconsider the extrapolation if the plasma ceases to be a screening liquid, since the interior density and the smooth size dependence both rely on that state.

The numerical check covers the energy formulas, the two sum rules, the sampler and both geometries.

## Numbers as computed

```
chains 150, warm-up sweeps 100, sampled sweeps 400
trial step per component = 1.2 l
filled level, plane, exact = -0.626657 e^2/l
filled level, n=12, orbital sum = -0.633217 e^2/l
filled level, n times relative size term = 0.1250
n=3, m=3 quadrature = -0.411334 e^2/l
n=3, m=3 sampled = -0.411341 +/- 0.000168 e^2/l
sphere, m=1: energies in e^2/l; raw uses the flux length
 n=8: corrected -0.63691 +/- 0.00046, raw -0.68088
  |sum n_i|^2 1.7715 +/- 0.0101, exact 1.7778; acceptance 0.61
  exact finite-n energy -0.63652
 n=12: corrected -0.63271 +/- 0.00040, raw -0.66084
  |sum n_i|^2 1.8555 +/- 0.0095, exact 1.8462; acceptance 0.59
  exact finite-n energy -0.63322
 n=24: corrected -0.63004 +/- 0.00031, raw -0.64359
  |sum n_i|^2 1.9286 +/- 0.0098, exact 1.9200; acceptance 0.58
  exact finite-n energy -0.62993
 limit = -0.62654 +/- 0.00052 e^2/l
 slope in 1/n: corrected -0.0802, raw -0.4429 e^2/l
 limit from raw energies = -0.62486 e^2/l
sphere, m=3: energies in e^2/l; raw uses the flux length
 n=8: corrected -0.41066 +/- 0.00011, raw -0.43901
  |sum n_i|^2 0.6925 +/- 0.0043, exact 0.6957; acceptance 0.54
 n=12: corrected -0.41032 +/- 0.00010, raw -0.42856
  |sum n_i|^2 0.6804 +/- 0.0039, exact 0.6857; acceptance 0.53
 n=24: corrected -0.41002 +/- 0.00008, raw -0.41884
  |sum n_i|^2 0.6720 +/- 0.0035, exact 0.6761; acceptance 0.52
 limit = -0.40970 +/- 0.00014 e^2/l
 slope in 1/n: corrected -0.0076, raw -0.2411 e^2/l
 limit from raw energies = -0.40871 e^2/l
disk, m=3: energies in e^2/l, sum r^2 in l^2
 n=10: energy -0.39466 +/- 0.00024
  sum r^2 290.14 +/- 0.23, exact 290
 n=20: energy -0.39885 +/- 0.00015
  sum r^2 1180.41 +/- 0.42, exact 1180
 n=40: energy -0.40192 +/- 0.00009
  sum r^2 4759.93 +/- 0.86, exact 4760
 inner density n=40 = 0.05296 l^-2, neutral plasma 0.05305 l^-2
 limit = -0.4097 +/- 0.0015 e^2/l
 coefficient of n^(-1/2) = 0.051 e^2/l
field = 10 T, dielectric constant = 10
magnetic length = 8.113 nm
Coulomb scale = 17.749 meV
energy per electron at filling 1/3 = -7.272 meV
```
